# Fourfold X levels in diamond crystals and Fu-Kane-Mele Dirac points, part 1

(Sections cited here and not found follow in the second part.)

## First half: what symmetry fixes at X

### The question

In a crystal with inversion and time-reversal symmetry, every band is at least twofold degenerate when spin is included. Two such bands that approach one another usually mix and repel, so a point where they touch calls for an explanation. In the diamond structure the bands touch in this way at the zone-boundary point X, even when spin-orbit coupling acts. We ask which degeneracies are possible there, how the energies depart from the touching point, and where such points lie in a simple lattice model.

The electrons are described by a one-electron Hamiltonian $H$ with the full symmetry of the diamond space group $Fd\bar3m$ and with time reversal $\Theta$. For spin one-half, $\Theta^2=-1$. Atomic units are used in the algebra, so $\hbar=1$. A degeneracy is called accidental if a small change of $H$ that keeps all symmetries removes it. Statements about the degeneracy of a level leave such coincidences aside.

### Lattice and operations

Let $a$ be the cubic lattice constant. The lattice vectors are those of the face-centred cubic lattice, generated by $(a/2)(0,1,1)$ and its permutations. Atoms A sit at lattice points and atoms B are displaced from them by

$$\boldsymbol\tau=\frac a4(1,1,1).$$

The reciprocal lattice vectors are $(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd. We study

$$\mathbf X=\frac{2\pi}{a}(0,0,1).$$

The difference $\mathbf X-(-\mathbf X)=(2\pi/a)(0,0,2)$ is a reciprocal lattice vector. Thus $\mathbf X$ and $-\mathbf X$ are equivalent, and $\Theta$ acts within the states at X.

Write $\{D|\mathbf w\}$ for the operation $\mathbf r\to D\mathbf r+\mathbf w$. Four operations are needed.

- $C_x,C_y,C_z$ are rotations by $\pi$ about the cubic axes through an A atom, with $\mathbf w=0$.
- $m$ is the mirror that exchanges $x$ and $y$, also with $\mathbf w=0$.
- $P=\{-1|\boldsymbol\tau\}$ is inversion about the midpoint of an A–B bond. It exchanges the two kinds of site.

The rotations and the mirror permute the four bond directions $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$ among themselves, so they are symmetries of the structure. The products of $C_x$ and $m$ give eight point operations, and $P$ doubles the number to sixteen. These are all the cubic operations that send $z$ to $\pm z$, hence all those that leave $\mathbf X$ unchanged up to a reciprocal lattice vector.

### The sign that comes from the half translation

Apply $C_x$ and $P$ in the two possible orders:

$$C_xP\,\mathbf r=-C_x\mathbf r+C_x\boldsymbol\tau,\qquad PC_x\,\mathbf r=-C_x\mathbf r+\boldsymbol\tau .$$

The results differ by the translation

$$C_x\boldsymbol\tau-\boldsymbol\tau=\frac a4(1,-1,-1)-\frac a4(1,1,1)=\left(0,-\frac a2,-\frac a2\right),$$

which is a lattice vector. A translation by $\mathbf R$ multiplies a Bloch state at X by $e^{-i\mathbf X\cdot\mathbf R}$. Here $\mathbf X\cdot\mathbf R=-\pi$, and the factor is $-1$. Inversion does not act on spin, so no further sign appears. For $C_y$ the translation is $(-a/2,0,-a/2)$, again with factor $-1$. For $C_z$ it is $(-a/2,-a/2,0)$, with factor $+1$. Since $m\boldsymbol\tau=\boldsymbol\tau$, the mirror gives no translation. On the states at X,

$$C_xP=-PC_x,\quad C_yP=-PC_y,\quad C_zP=PC_z,\quad mP=Pm. \tag{1}$$

Spin supplies the other signs. A rotation by $\pi$ about a unit vector $\mathbf n$ acts on spin as $-i\,\mathbf n\cdot\boldsymbol\sigma$. A mirror is inversion times the rotation by $\pi$ about its normal, which for $m$ is $\mathbf n=(1,-1,0)/\sqrt2$. Each of these spin matrices squares to $-1$, and two of them with perpendicular axes anticommute. Therefore

$$C_x^2=C_z^2=m^2=-1,\quad C_xC_y=C_z=-C_yC_x,\quad C_zm=-mC_z. \tag{2}$$

The rotation about $\mathbf n$ sends the $x$ axis to the negative $y$ axis, so that

$$mC_xm^{-1}=-C_y. \tag{3}$$

Finally $P^2\mathbf r=-(-\mathbf r+\boldsymbol\tau)+\boldsymbol\tau=\mathbf r$, so $P^2=1$.

### Every level is fourfold

Take the space of states of one level at X. Since $P^2=1$, it contains a state with $P=+1$ or $P=-1$. By (1), $C_x$ turns one kind into the other, so states with $P=+1$ exist. Within them $C_z$ can be diagonalized, because it commutes with $P$. Its eigenvalues are $\pm i$, and $m$ exchanges them by (2). Hence there is a state $u$ with

$$Pu=u,\qquad C_zu=-iu .$$

The signs in (1) and (2) fix the eigenvalues of four related states.

| state | $P$ | $C_z$ |
|---|---|---|
| $u$ | $+1$ | $-i$ |
| $mu$ | $+1$ | $+i$ |
| $C_xu$ | $-1$ | $+i$ |
| $C_xmu$ | $-1$ | $-i$ |

No two rows agree, so the states are linearly independent. The level is at least fourfold.

These four states are also enough. The operations $P$, $C_x$ and $m$ generate the group, and we check that each keeps the span of the four. For $P$ this is the table. For $C_x$ it follows from $C_x^2=-1$, and $m$ acts on the first two states with $m^2=-1$. It remains to find $mC_xu$. From $C_xC_y=C_z$ we have $C_y=C_x^{-1}C_z=-C_xC_z$. With (3),

$$mC_xu=-C_ymu=C_xC_zmu=iC_xmu .$$

Applying $m$ to both sides and using $m^2=-1$ gives $mC_xmu=iC_xu$. The span is invariant, and an irreducible space of states therefore has dimension four. The action on the four states was fixed by the relations alone, so all levels at X carry the same representation, up to a change of basis.

Time reversal has not been used. The spatial symmetries with spin are sufficient for the fourfold degeneracy.

### Time reversal does not double the levels

An antiunitary symmetry can join two copies of a representation and make an eightfold level. To see whether this happens we need explicit matrices. Let $\tau_i$ and $\sigma_i$ be two independent sets of Pauli matrices. The set

$$P=\tau_z,\quad C_x=-i\tau_x\sigma_x,\quad C_y=-i\tau_x\sigma_y,\quad m=-\frac{i}{\sqrt2}(\sigma_x-\sigma_y) \tag{4}$$

satisfies the relations above. For instance, $C_xC_y=-\sigma_x\sigma_y=-i\sigma_z=C_z$. For (3), note that $(\mathbf n\cdot\boldsymbol\sigma)\sigma_x(\mathbf n\cdot\boldsymbol\sigma)=2n_x\,\mathbf n\cdot\boldsymbol\sigma-\sigma_x=-\sigma_y$.

Define $\Theta_0=i\sigma_yK$, with $K$ complex conjugation. It reverses all $\sigma_i$ and changes $i$ into $-i$, so it commutes with the matrices (4). It also satisfies $\Theta_0^2=-1$.

Suppose that a level contained $n$ copies of the representation. Its space is $\mathbb C^4\otimes\mathbb C^n$, and the spatial operations act on the first factor. Time reversal commutes with them, and so does $\Theta_0\otimes K$. The unitary operator relating the two antiunitary ones commutes with all spatial operations. By Schur's lemma it acts on the second factor alone, and

$$\Theta=\Theta_0\otimes BK$$

with a unitary $n\times n$ matrix $B$. From $\Theta^2=-1$ and $\Theta_0^2=-1$ we get $BB^*=1$. For any vector $v$, the vector $c=v+BKv$ then satisfies $BKc=c$. If $c$ vanishes, replacing $v$ by $iv$ gives $c=2iv$, which does not. The space $\mathbb C^4\otimes c$ is invariant under all symmetries, including $\Theta$. The level thus separates into fourfold parts, whose coincidence would be accidental. Within one part we may use $\Theta=i\sigma_yK$.

### Linear terms near X

Let $\mathbf k=\mathbf X+\mathbf q$ and use the states $e^{i\mathbf q\cdot\mathbf r}\psi$, where $\psi$ runs over the four states of a level with energy $E_0$. Since

$$e^{-i\mathbf q\cdot\mathbf r}He^{i\mathbf q\cdot\mathbf r}=H+i[H,\mathbf q\cdot\mathbf r]+O(q^2),$$

the Hamiltonian in this basis is $E_0+h(\mathbf q)$, with $h$ linear in $\mathbf q$ to leading order. Coupling to other levels enters the energies at order $q^2$. The treatment requires the linear shifts to be small compared with the distance to the other levels.

A spatial operation turns $\mathbf q$ into $D\mathbf q$ and acts on the four states by its matrix $U$. The half translation adds a phase common to all four, which cancels in $UhU^\dagger$. Thus

$$Uh(\mathbf q)U^\dagger=h(D\mathbf q),\qquad \Theta h(\mathbf q)\Theta^{-1}=h(-\mathbf q). \tag{5}$$

For inversion, $\tau_zh\tau_z=-h$. This leaves $\tau_x$ and $\tau_y$, each alone or multiplied by a $\sigma_i$. Time reversal keeps $\tau_x$, reverses $\tau_y$ because it is imaginary, and reverses $\sigma_i$. The matrices that are odd, as (5) demands, are

$$\tau_x\sigma_x,\quad\tau_x\sigma_y,\quad\tau_x\sigma_z,\quad\tau_y .$$

Any two of these anticommute, and each squares to one.

Next use $C_x$ and $C_y$. Conjugation by $C_x$ gives the four matrices the signs $+,-,-,-$ in the order listed. Conjugation by $C_y$ gives $-,+,-,-$. The components $q_x,q_y,q_z$ receive $+,-,-$ under $C_x$ and $-,+,-$ under $C_y$. A product of a component and a matrix is allowed if their signs agree. This leaves

$$h=\alpha q_x\tau_x\sigma_x+\beta q_y\tau_x\sigma_y+q_z(v_\parallel\tau_y+\gamma\tau_x\sigma_z).$$

The mirror exchanges $q_x$ and $q_y$. Its conjugation sends $\sigma_x\to-\sigma_y$, $\sigma_y\to-\sigma_x$ and $\sigma_z\to-\sigma_z$. Condition (5) becomes $\beta=-\alpha$ for the transverse part and $\gamma=0$ for the rest. With $\alpha=v_\perp$,

$$h=v_\parallel q_z\tau_y+v_\perp(q_x\tau_x\sigma_x-q_y\tau_x\sigma_y). \tag{6}$$

In $h^2$ the cross terms cancel by anticommutation, and

$$E=E_0\pm\sqrt{v_\parallel^2q_z^2+v_\perp^2(q_x^2+q_y^2)} . \tag{7}$$

Since $h$ has zero trace, each sign belongs to two states when the root is not zero. This is an anisotropic Dirac cone with its axis along $\Gamma$–X. The energies depend on the squares of $v_\parallel$ and $v_\perp$, and the velocities quoted below are magnitudes.

### Symmetry allows the slopes but does not force them

The constants in (6) can vanish, and without spin-orbit coupling at least one does. Spin then separates from the orbital motion, and we may use orbital operations without spin matrices. At X the orbital $C_z$ commutes with $P$, $C_x$ and $m$, so by Schur's lemma it is a number, $+1$ or $-1$, on a level. Since $C_y=C_xC_z$ up to a sign, $C_x$ and $C_y$ give the same conjugation. But the matrix multiplying $q_x$ must be even under one and odd under the other. It is zero, and likewise for $q_y$. Hence $v_\perp=0$.

The name Dirac point, in the sense of a cone that opens linearly in all directions, therefore needs two conditions beyond symmetry, $v_\parallel\neq0$ and $v_\perp\neq0$. The second requires spin-orbit coupling. So does the first on levels where the orbital $C_z$ is $-1$. There $C_y=-C_x$, so the orbital $m$, which turns $C_x$ into $C_y$, anticommutes with $C_x$. It also commutes with $P$, and on the two orbital states it is therefore proportional to $P$. The matrix multiplying $q_z$ would have to be odd under $P$ and even under $m$, so it vanishes.

### What time reversal contributes

If a perturbation breaks $\Theta$ but keeps the spatial group, the levels at X stay fourfold. The matrices $\tau_x$ and $\tau_y\sigma_i$ are then no longer excluded. Under conjugation by $(C_x,C_y)$, $\tau_x$ and $\tau_y\sigma_z$ have signs $(+,+)$, which match no component of $\mathbf q$. The matrix $\tau_y\sigma_y$ has $(+,-)$, like $q_x$, and $\tau_y\sigma_x$ has $(-,+)$, like $q_y$. The mirror relates their coefficients as before, and one new term appears:

$$w(q_x\tau_y\sigma_y-q_y\tau_y\sigma_x).$$

Along $q_x$ the matrices $\tau_x\sigma_x$ and $\tau_y\sigma_y$ commute. Their product is $-\tau_z\sigma_z$, which has zero trace, so the four combinations of their eigenvalues each occur once. The slopes are $\pm v_\perp\pm w$, and the twofold bands split in this direction. Along the diagonal $q_x=q_y$ the two matrices anticommute instead, and the bands stay twofold with slopes $\pm\sqrt{v_\perp^2+w^2}$. They also stay twofold along $q_z$, where the new term vanishes. Time reversal is thus what keeps the bands of the cone twofold in every direction, although it is not needed for the fourfold point itself.

## Second half: many levels, and the Fu-Kane-Mele model

### Symbols and results carried over

The lattice constant is $a$, sites B are displaced from sites A by $\boldsymbol\tau=(a/4)(1,1,1)$, and $\mathbf q$ is measured from $\mathbf X=(2\pi/a)(0,0,1)$. The operation $P$ is inversion about a bond centre, $C_x,C_y,C_z$ are rotations by $\pi$ about axes through an A atom, and $\Theta$ is time reversal. The matrices $\sigma_i$ act on spin in the lattice model below. We found that levels at X are fourfold, apart from accidental coincidence, and that near X they follow

$$E=E_0\pm\sqrt{v_\parallel^2q_z^2+v_\perp^2(q_x^2+q_y^2)},$$

with two states for each sign. The matrix form behind this is (6). Spin-orbit coupling is needed for $v_\perp\neq0$.

### A crystal with many bands

A lattice model with four states per wave vector has a single level at X, so it cannot show much about the word "every". A plane-wave Hamiltonian has many levels. Let wave vectors $\mathbf K$ be in units of $2\pi/a$ and energies in units of $\tfrac12(2\pi/a)^2$. With $\mathbf Q=\mathbf K-\mathbf K'$, take

$$H_{\mathbf K\mathbf K'}=K^2\delta_{\mathbf K\mathbf K'}+v(Q)S(\mathbf Q)\left[1+i\eta\,\boldsymbol\sigma\cdot(\mathbf K\times\mathbf K')\right],$$

$$v(Q)=-0.30\,e^{-Q^2/8},\qquad S(\mathbf Q)=1+e^{-i\pi(Q_x+Q_y+Q_z)/2}.$$

The factor $S$ places equal atoms at A and B. The term with $\eta$ has the form of the spin-orbit coupling produced by the same potential, and $\eta=0.05$. These are round model values, not those of a material. For $a=6.0$ Å the energy unit is 4.18 eV. The value of $\eta$ is exaggerated so that its effects are visible. The relativistic coupling of this smooth potential would give $\eta=(2\pi/a)^2/4c^2\approx4\times10^{-6}$, about $10^4$ times smaller, and the transverse slope of the lowest level found below would then be only about $6\times10^{-6}$ eV Å.

At X, the plane waves with $K^2\le14$ give 128 states. Diagonalization groups them into 32 quartets, and the largest spread inside a quartet is $1.5\times10^{-13}$ eV, which is rounding error. The lowest seven quartets lie at 0, 7.56, 8.47, 17.15, 19.54, 20.94 and 21.93 eV above the first. They are well separated from one another, so none of the first six is eightfold.

Now make the atoms unequal, with weights 1.2 and 0.8 in $S$ and everything else held fixed. Inversion is lost, while the rotations and the mirror remain. The operation $C_x$ no longer has two inversion sectors to exchange, and the lowest quartet splits into two pairs 4.06 eV apart.

The lowest level also shows the predicted slopes. They are 4.31 eV Å along $q_z$ and 0.086 eV Å along both $q_x$ and the diagonal $q_x=q_y$, as the circular symmetry of (7) requires. With $\eta=0$ the transverse slopes fall to $1.4\times10^{-9}$ and $2.5\times10^{-5}$ eV Å, where the exact slope is zero. They were measured at a displacement of $10^{-5}(2\pi/a)$. Along the diagonal, a splitting of second order in $q$ leaves a remainder proportional to the displacement. The value along $q_x$ is rounding error.

The energies and slopes above belong to the basis with $K^2\le14$ and are not converged to the digits shown. With $K^2\le60$ the level energies, measured from the lowest level, shift by up to 0.31 eV, the splitting for unequal atoms becomes 4.61 eV, and the slopes become 4.02 and 0.080 eV Å. The fourfold grouping follows from symmetry and holds for either basis.

Apart from accidental coincidences, every level at X is fourfold, with linear terms of the form (6), and the plane-wave model shows this grouping over many levels. It remains to find where such points lie in the Fu-Kane-Mele lattice model, what sets their slopes there, and how the fourfold point can be lost.
